# Ionization length of a finite cylindrical plasma from edge-to-centre density factors, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

A plasma fills the cylinder $0\le r\le R$, $-L/2\le z\le L/2$. It is quasineutral and contains electrons and one kind of singly charged positive ion, both of density $n(r,z)$. The density has its maximum $n_0$ at the centre, and it is symmetric about the axis and about the midplane $z=0$.

The surface of the cylinder is the plasma edge, where the thin space-charge sheath begins. If the sheath is not thin compared with the chamber, $R$ and $L$ must be the dimensions of the plasma and not those of the chamber.

The electron temperature $T_e$ is uniform and is quoted in eV. In formulas $T_e$ stands for the number of volts, so that the thermal energy in joules is $eT_e$. The ion mass is $M$, and the Bohm speed is

$$u_B=\sqrt{\frac{eT_e}{M}} .$$

Ions reach every part of the edge with velocity component $u_B$ along the outward normal. Section 9 shows where this condition comes from.

Electrons ionize the gas in single collisions from the ground state. With uniform gas density $n_g$ and rate coefficient $K(T_e)$, each electron ionizes at the frequency

$$\nu=n_gK(T_e).$$

The edge-to-centre factors are

$$h_L=\frac{n(0,L/2)}{n_0},\qquad h_R=\frac{n(R,0)}{n_0}.$$

The subscript names the dimension across which the density falls: $h_L$ belongs to the flat ends and $h_R$ to the curved side.

The ionization length is defined as

$$d=\frac{u_B}{\nu}.$$

It is not the distance an electron travels between ionizing collisions. In the steady state, the number of ions divided by the rate at which they are lost is $1/\nu$, which is the mean time an ion spends in the plasma. The length $d$ is the distance an ion would cover in that time if it moved at the Bohm speed throughout.

The formula to be derived is

$$d\simeq\frac{RL}{2(Rh_L+Lh_R)} .$$

It holds when the density is nearly flat up to thin edge layers and the edge density is nearly uniform along each wall. The first condition is needed because the two edge factors say nothing about the density between the centre and the edge, while the total ionization depends on the density everywhere. The second is needed because each factor is taken at a single point of its wall, while ions are lost over the whole wall.

## 2. Balance for the whole volume

Let $\mathbf\Gamma$ be the ion flux density. In the steady state, and without recombination in the volume, the ion continuity equation is

$$\nabla\cdot\mathbf\Gamma=\nu n .$$

The right-hand side is the number of ions created per unit volume and time. Integrating over the cylinder and using the divergence theorem gives

$$\nu\int n\,dV=\oint\mathbf\Gamma\cdot d\mathbf A .$$

At the edge the normal flux is $u_Bn$. The balance is therefore

$$\nu\int n\,dV=u_B\oint n\,dA. \tag{1}$$

Only densities remain. How the ions move inside the plasma matters through the shape of $n$, and through nothing else.

## 3. Product profile

Separate axial and radial factors suggest a density of the form

$$n(r,z)=n_0f(r)g(z),\qquad f(0)=g(0)=1 .$$

For this profile $h_R=f(R)$ and $h_L=g(L/2)$. Two means are needed. The radial one is an average over the circular cross section, and the axial one is an average over the length:

$$F=\frac{1}{\pi R^2}\int_0^R f\,2\pi r\,dr=\frac{2}{R^2}\int_0^R f\,r\,dr,$$

$$G=\frac1L\int_{-L/2}^{L/2}g\,dz=\frac2L\int_0^{L/2}g\,dz .$$

Each integral in (1) can now be evaluated.

**Source.** The volume integral factorizes:

$$\int n\,dV=n_0\left(\int_0^Rf\,2\pi r\,dr\right)\left(\int_{-L/2}^{L/2}g\,dz\right)=n_0\,\pi R^2L\,FG .$$

**Ends.** On each end $g=h_L$, while $f$ still varies over the disc. The two ends together give

$$2\,n_0h_L\int_0^Rf\,2\pi r\,dr=2\pi R^2\,n_0h_LF .$$

**Side.** On the side $f=h_R$, while $g$ varies along the length:

$$2\pi R\,n_0h_R\int_{-L/2}^{L/2}g\,dz=2\pi RL\,n_0h_RG .$$

Inserting these in (1) gives

$$\nu n_0\pi R^2L\,FG=u_Bn_0\left(2\pi R^2h_LF+2\pi RLh_RG\right).$$

Divide by $u_Bn_0\pi R^2LFG$. In the end term $R^2$ and $F$ cancel. In the side term $L$, $G$ and one power of $R$ cancel. The result is

$$\frac{\nu}{u_B}\equiv\frac1{d_p}=\frac{2h_L}{LG}+\frac{2h_R}{RF}. \tag{2}$$

The subscript $p$ marks the result for a product profile. Within the assumptions of Section 1, equation (2) involves no further approximation once the density is a product.

The factor 2 in the first term counts the two ends. The factor 2 in the second is the ratio of the circumference $2\pi R$ to the area $\pi R^2$, apart from $1/R$.

## 4. Nearly flat density

Now let $F\to1$ and $G\to1$. Equation (2) becomes

$$\frac1d=\frac{2h_L}{L}+\frac{2h_R}{R}. \tag{3}$$

Over the common denominator $RL$ the sum is

$$\frac1d=\frac{2Rh_L+2Lh_R}{RL},$$

and its reciprocal is

$$d=\frac{RL}{2(Rh_L+Lh_R)}. \tag{4}$$

This is the stated formula. It is called the simple formula below.

The limit does not require $h_L$ and $h_R$ to approach one. Suppose that $g=1$ except within a distance $\delta$ of each end, where $h_L\le g\le1$. The missing part of the mean then satisfies

$$1-G\le\frac{2\delta}{L}(1-h_L).$$

In the same way, let $f$ differ from one only within $\delta$ of the side. That ring occupies the fraction $1-(1-\delta/R)^2\le2\delta/R$ of the cross section, so

$$1-F\le\frac{2\delta}{R}(1-h_R).$$

Thin edge layers therefore make $F$ and $G$ close to one even when the density drops strongly inside them. Whether a real profile has this shape is a question of ion transport, which the second half takes up.

Formula (4) can also be read as a ratio of volume to area. Define the effective loss area

$$A_{\rm eff}=2\pi R^2h_L+2\pi RLh_R .$$

Then $d=\pi R^2L/A_{\rm eff}$. Each wall counts in proportion to the density in front of it.

## 5. Limiting cases

If $Lh_R\gg Rh_L$, the ends hardly matter and (4) becomes

$$d\to\frac{R}{2h_R}.$$

This is the long cylinder. If $Rh_L\gg Lh_R$, the side hardly matters and

$$d\to\frac{L}{2h_L},$$

which is the flat disc between two large plates. The comparison involves the products $Lh_R$ and $Rh_L$, and not $L$ and $R$ alone.

If the density is uniform up to the edge, then $h_L=h_R=1$ and

$$d=\frac{RL}{2(R+L)},$$

which is the volume divided by the full surface area. Factors smaller than one make $d$ longer, because the walls then receive fewer ions for a given centre density.

The fraction of the loss that goes to the ends in the flat approximation is

$$w_L=\frac{2h_L/L}{1/d}=\frac{Rh_L}{Rh_L+Lh_R},$$

and the fraction that goes to the side is $w_R=1-w_L$. These fractions also measure sensitivity. Differentiating (3) with respect to $h_L$, with the other quantities fixed, gives $-\partial d/\partial h_L=2d^2/L$. Multiplying by $h_L/d$ then yields

$$\frac{\partial\ln d}{\partial\ln h_L}=-\frac{2h_Ld}{L}=-w_L .$$

A small relative error in $h_L$ enters $d$ with weight $w_L$ and with the opposite sign.

## 6. Error of the simple formula for a product profile

Multiply (2) by $d$ from (4), and use the definitions of $w_L$ and $w_R$:

$$\frac d{d_p}=\frac{w_L}{G}+\frac{w_R}{F}.$$

Taking the reciprocal gives

$$\frac{d_p}{d}=\left(\frac{w_L}{G}+\frac{w_R}{F}\right)^{-1}. \tag{5}$$

This is the weighted harmonic mean of $G$ and $F$. Since the weights are positive and add to one, $d_p/d$ lies between $F$ and $G$. A profile whose maximum is at the centre has $F,G\le1$, so the simple formula does not give too short a length for such a product profile. If both means are close to one, expanding (5) to first order gives

$$1-\frac{d_p}{d}\simeq w_L(1-G)+w_R(1-F).$$

The error can be removed by a different choice of factors. Let $\bar n$ be the volume-averaged density, and let $\bar n_{\rm end}$ and $\bar n_{\rm side}$ be the densities averaged over the ends and over the side. With

$$H_L=\frac{\bar n_{\rm end}}{\bar n},\qquad H_R=\frac{\bar n_{\rm side}}{\bar n},$$

equation (1) reads

$$\nu\bar n\,\pi R^2L=u_B\bar n\left(2\pi R^2H_L+2\pi RLH_R\right).$$

Hence

$$\frac{u_B}{\nu}=\frac{RL}{2(RH_L+LH_R)} .$$

This has the form of (4) but needs neither a flat density nor a product. For a product profile, $\bar n_{\rm end}=n_0h_LF$ and $\bar n=n_0FG$, so $H_L=h_L/G$. Similarly $H_R=h_R/F$, and (2) is recovered. The approximation in (4) thus lies in using the centre density in place of the volume mean, and the edge densities on the axis and in the midplane in place of the means over the walls.

## 7. A case that separates: constant diffusion coefficient

Suppose that the ion flux is $\mathbf\Gamma=-D\nabla n$ with constant $D$. The continuity equation becomes

$$D\nabla^2n+\nu n=0 .$$

Insert $n=n_0f(r)g(z)$ and divide by $Dn$:

$$\frac1f\left(f''+\frac{f'}r\right)+\frac{g''}g=-\frac\nu D .$$

The first term depends on $r$ alone and the second on $z$ alone, so each is a constant. Call the constants $-\alpha^2$ and $-k^2$. The solutions that are regular on the axis and symmetric about the midplane are

$$f=J_0(\alpha r),\qquad g=\cos kz,\qquad \nu=D(\alpha^2+k^2).$$

At the end $z=L/2$ the outward diffusive flux must equal $u_Bn$. Since $-g'=k\sin kz$, and since $J_0'=-J_1$, the conditions at the end and at the side are

$$Dk\tan\frac{kL}2=u_B,\qquad D\alpha\frac{J_1(\alpha R)}{J_0(\alpha R)}=u_B .$$

The lowest roots are the ones to use, because they keep the density positive. Write $x=kL/2$ and $y=\alpha R$. Then

$$h_L=\cos x,\quad G=\frac{\sin x}x,\quad h_R=J_0(y),\quad F=\frac{2J_1(y)}y .$$

The last expression follows from $\int_0^y tJ_0(t)\,dt=yJ_1(y)$.

These results can be put into (2). For the ends, replace $u_B$ by $Dk\tan x$:

$$u_B\frac{2h_L}{LG}=Dk\tan x\;\frac{2x\cos x}{L\sin x}=Dk\,\frac{2x}L=Dk^2 .$$

For the side, replace $u_B$ by $D\alpha J_1/J_0$:

$$u_B\frac{2h_R}{RF}=D\alpha\frac{J_1(y)}{J_0(y)}\,\frac{yJ_0(y)}{RJ_1(y)}=D\alpha\,\frac yR=D\alpha^2 .$$

Their sum is $\nu$, as it should be. In this model the axial and radial loss frequencies are independent and add.

**Numerical case.** Take $R=15$ cm, $L=10$ cm and $D/u_B=2$ cm. The roots give $h_L=0.4156$, $h_R=0.1597$, $G=0.7963$ and $F=0.5369$. The simple formula yields

$$d=\frac{15\times10}{2(15\times0.4156+10\times0.1597)}\ {\rm cm}=9.58\ {\rm cm},$$

while (2) yields $d_p=6.94$ cm. A direct finite-volume solution of the two-dimensional diffusion problem, which does not assume a product, also gives 6.94 cm. The simple result is 38% too long relative to this value. The ratio $d_p/d=0.725$ lies between $F$ and $G$, as (5) requires.

**Flat limit.** Now let $D$ be very large, $D/u_B=50R$. This is a mathematical limit and not a realistic ion diffusion coefficient. For small $x$ and $y$ the edge conditions reduce to $x^2\simeq u_BL/(2D)=0.0067$ and $y^2\simeq2u_BR/D=0.04$. The means are then $1-G\simeq x^2/6=0.0011$ and $1-F\simeq y^2/8=0.005$. Both edge factors are close to one, so $w_L\simeq R/(R+L)=0.6$. The first-order error is

$$0.6\times0.0011+0.4\times0.005\simeq0.0027 .$$

The two-dimensional solution gives a ratio of true to simple length of 0.9973, in agreement with this estimate.

**Small diffusion coefficient.** If $D/u_B$ is much smaller than $R$ and $L$, the edge density is nearly zero. Then $x\to\pi/2$ and $y\to2.405$, the first zero of $J_0$. The means tend to $G=2/\pi=0.64$ and $F=2J_1(2.405)/2.405=0.43$. The simple formula is now too long by a factor between 1.6 and 2.3, according to which wall dominates. It should not be used with edge-to-centre factors in that regime; equation (2) should be used instead.

# Second half: edge factors, electron temperature and power

## 8. Symbols and results carried over

The cylinder has radius $R$ and length $L$, centre density $n_0$ and gas density $n_g$. The edge-to-centre factors are $h_L$ at the ends and $h_R$ at the side. The axial and radial profile means, relative to the centre, are $G$ and $F$. Ions of mass $M$ leave at the Bohm speed $u_B=\sqrt{eT_e/M}$, and electrons ionize at frequency $\nu=n_gK(T_e)$. The simple ionization length and the one for a product profile are

$$d=\frac{RL}{2(Rh_L+Lh_R)},\qquad \frac1{d_p}=\frac{2h_L}{LG}+\frac{2h_R}{RF}.$$

The first is the limit $F,G\to1$ of the second. The share of the loss that goes to the ends is $w_L=Rh_L/(Rh_L+Lh_R)$.

## 9. Ion motion at low pressure

At a few mTorr the ions are not described well by a constant diffusion coefficient. Their main collisions are taken to be charge exchange, in which a moving ion becomes a fast neutral and a slow atom becomes the new ion.

**Drag.** Let an ion start from rest with acceleration $a$, and let the free path $s$ be distributed as $e^{-s/\lambda}/\lambda$. The flight over a distance $s$ takes the time $\sqrt{2s/a}$. The mean of $\sqrt s$ is $\sqrt{\pi\lambda}/2$. The drift speed is the mean distance divided by the mean time:

$$u=\frac{\lambda}{\sqrt{2/a}\,\sqrt{\pi\lambda}/2}=\sqrt{\frac{2a\lambda}\pi},\qquad\text{so}\qquad a=\frac{\pi u^2}{2\lambda}.$$

The drag per unit mass that balances the acceleration is thus $\pi u^2/(2\lambda)$. The derivation assumes a constant cross section, a drift much faster than the gas atoms, and a field that changes little over one free path. The last assumption is poor near the edge. The second fails near the centre, where the drift is slow. In the example of Section 14 the drift is below the mean speed of the gas atoms, about $0.17u_B$, over roughly the inner half of the distance to each end and the inner 70% of the radius. The thermal motion of the atoms adds drag there, so the model for cold atoms gives edge factors that are too large and a length $d$ that is too short. A rough allowance for this drag lowers $h_L$ in that example by about an eighth and $h_R$ by about a quarter, and lengthens $d$ and $d_p$ by some 10 to 20%. The digits quoted there belong to the model and not to a real reactor.

Particle balance has given the ionization length in terms of the edge-to-centre factors, both for a nearly flat density and for a product profile, and charge exchange has given the drag on the ions. It remains to find the edge factors from the ion momentum equation, and then the electron temperature and the centre density at given power.

Numbers in the example were calculated in double precision.
